# Parallel shielding in a linear closed-shell molecule, derived in two ways

## From the energy: the field operator annihilates the ground state

For a linear closed-shell molecule with fixed nuclei, treated without relativity, the nuclear magnetic shielding along the molecular axis is a ground-state expectation value:

$$
\sigma_\parallel=\frac{\alpha^2}{2}\,\Big\langle 0\Big|\sum_i\frac{x_i^2+y_i^2}{r_{iN}^3}\Big|0\Big\rangle .
\tag{1}
$$

Here $z$ is the molecular axis, $N$ is the shielded nucleus, $r_{iN}$ is the distance of electron $i$ from it, and $\alpha$ is the fine-structure constant. The paramagnetic term, which in general requires all excited states, is zero for this component. The reason is that the total axial angular momentum $L_z$ gives zero when it acts on a $\Sigma$ state.

### Definition and Hamiltonian

In atomic units the electron mass, the elementary charge and $\hbar$ are one, and the electron has charge $-1$. The magnetic constant is $\mu_0/4\pi=\alpha^2$. The coordinate origin is placed at $N$, so $r_{iN}=r_i$.

A nuclear moment $\boldsymbol\mu$ in a uniform field $\mathbf B$ feels the field reduced by the electrons. For both vectors along $z$, the part of the energy proportional to $\mu B$ is

$$
-\mu(1-\sigma_\parallel)B=-\mu B+\sigma_\parallel\,\mu B .
$$

The first term belongs to the bare nucleus. The second comes from the electrons, so

$$
\sigma_\parallel=\frac{\partial^2E}{\partial\mu\,\partial B}\bigg|_{\mu=B=0},
\tag{2}
$$

where $E$ is the electronic energy. A positive $\sigma_\parallel$ means that the electrons weaken the field at the nucleus.

For a particle of charge $q$ the momentum in the kinetic energy is $\mathbf p-q\mathbf A$. With $q=-1$ this becomes $\mathbf p+\mathbf A$. The vector potential has one part from the field and one from the nuclear moment:

$$
\mathbf A=\frac B2\,\hat{\mathbf z}\times\mathbf r+\alpha^2\mu\,\frac{\hat{\mathbf z}\times\mathbf r}{r^3},
\qquad \hat{\mathbf z}\times\mathbf r=(-y,x,0).
$$

Both parts have zero divergence, because they circulate about the axis with a strength that does not depend on the angle. Therefore $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and

$$
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2 .
$$

The linear term contains $(-y,x,0)\cdot\mathbf p=xp_y-yp_x=l_z$. In the square, the product of the two parts occurs twice, which cancels the prefactor $\tfrac12$:

$$
\tfrac12\cdot2\cdot\frac B2\cdot\alpha^2\mu\,\frac{(-y)^2+x^2}{r^3}
=\frac{\alpha^2}{2}\,\mu B\,\frac{x^2+y^2}{r^3}.
$$

Summed over electrons, the terms that can contribute to (2) are

$$
H=H_0+\frac B2L_z+\alpha^2\mu P_N+\frac{\alpha^2}{2}\mu B\sum_i\frac{x_i^2+y_i^2}{r_i^3},
\tag{3}
$$

$$
L_z=\sum_il_{iz},\qquad P_N=\sum_i\frac{l_{iz}}{r_i^3}.
$$

There is also a term in $B^2$, which cannot produce a product $\mu B$ at this order. The Hamiltonian is kept linear in $\mu$ throughout, so the term in $\mu^2$ is dropped. For a point dipole that term grows as $1/r^4$ near $N$ and has no finite mean, so it is not an ordinary second-order correction. It becomes one when the nuclear moment is given a finite extent.

Electron spin adds nothing for a singlet. The coupling of the field to the total spin annihilates a singlet. The coupling of the nucleus to the electron spins leads from a singlet to triplets, which the spin-free operator $L_z$ cannot connect back to the ground state.

### Second-order energy

Let $|n\rangle$ be the eigenstates of $H_0$ with energies $E_n$. The last term of (3) is already proportional to $\mu B$. Its first-order energy gives the diamagnetic part

$$
\sigma^{d}_\parallel=\frac{\alpha^2}{2}\Big\langle0\Big|\sum_i\frac{x_i^2+y_i^2}{r_i^3}\Big|0\Big\rangle .
$$

The two linear terms contribute together in second order:

$$
E^{(2)}=-\sum_{n\ne0}\frac{\big|\tfrac B2\langle n|L_z|0\rangle+\alpha^2\mu\langle n|P_N|0\rangle\big|^2}{E_n-E_0}.
$$

For complex numbers $u$ and $v$, $|u+v|^2=|u|^2+|v|^2+2\,\mathrm{Re}(u^*v)$. The cross term carries the factor $2\cdot\tfrac B2\cdot\alpha^2\mu=\alpha^2\mu B$. Since $L_z$ is Hermitian, $\langle n|L_z|0\rangle^*=\langle0|L_z|n\rangle$. The paramagnetic part is thus

$$
\sigma^{p}_\parallel=-\alpha^2\,\mathrm{Re}\sum_{n\ne0}\frac{\langle0|L_z|n\rangle\langle n|P_N|0\rangle}{E_n-E_0}.
\tag{4}
$$

The sum includes the continuum. Equation (4) is Ramsey's paramagnetic term for this component, and $\sigma_\parallel=\sigma^d_\parallel+\sigma^p_\parallel$.

### Why the ground state has no axial angular momentum

The first step is to show that $L_z$ commutes with $H_0$. For the kinetic energy, $[l_z,p_x]=ip_y$ and $[l_z,p_y]=-ip_x$, while $[l_z,p_z]=0$. Hence

$$
[l_z,p^2]=i(p_yp_x+p_xp_y)-i(p_xp_y+p_yp_x)=0 .
$$

For the potential energy, $l_z=-i(x\partial_y-y\partial_x)$ acts as a derivative. A nucleus on the axis at height $Z$ has squared distance $x^2+y^2+(z-Z)^2$ from the electron, and

$$
(x\partial_y-y\partial_x)\big[x^2+y^2+(z-Z)^2\big]=2xy-2yx=0 .
$$

The electron repulsion depends on $r_{12}^2$. With $x_{12}=x_1-x_2$ and $y_{12}=y_1-y_2$, the two electrons together give

$$
2(x_1y_{12}-y_1x_{12})-2(x_2y_{12}-y_2x_{12})
=2(x_{12}y_{12}-y_{12}x_{12})=0 .
$$

Electron 1 alone would give $2(y_1x_2-x_1y_2)$, which is not zero. The repulsion passes axial angular momentum from one electron to the other and conserves the total.

Since $[H_0,L_z]=0$, the state $L_z|0\rangle$ has the same energy as $|0\rangle$. The ground state is nondegenerate, so the two are proportional:

$$
L_z|0\rangle=M|0\rangle .
$$

Now take the complex conjugate. The Hamiltonian $H_0$ is real, so $\Psi_0^*$ is an eigenfunction with the same energy. The operator $L_z$ is $-i$ times a real operator and changes sign, so $\Psi_0^*$ has axial angular momentum $-M$. Nondegeneracy requires $\Psi_0^*$ to be the same state as $\Psi_0$. Therefore $M=-M$, and

$$
L_z|0\rangle=0 .
\tag{5}
$$

This is what the symbol $\Sigma$ expresses. Taking the adjoint gives $\langle0|L_z=0$, so the first factor in every numerator of (4) is zero. The denominators are positive and cannot undo this. Thus $\sigma^p_\parallel=0$, and (1) follows.

### The total, not the single electron

Equation (5) concerns the sum over electrons. In a single determinant with filled $\pi_+$ and $\pi_-$ orbitals, each occupied by two electrons, the individual values are $+1$ and $-1$. They add up to $2-2=0$, although four electrons carry axial angular momentum.

The nuclear operator $P_N$ does not share this property. Consider a two-electron component in which electron 1 has $m\ne0$ and electron 2 has $-m$. Then

$$
P_N\;\longrightarrow\; m\left(\frac1{r_1^3}-\frac1{r_2^3}\right),
$$

which is nonzero wherever the electrons are at different distances from $N$. The paramagnetic term vanishes because of the operator that couples to the uniform field, and the nuclear operator may still lead to excited states.

### A two-electron model

The model has two fictitious nuclei of charges 1.2 and 0.8, held 1.6 bohr apart, and two interacting electrons. The shielded nucleus is the one with charge 1.2. Each centre carries five $s$ Gaussians with exponents 0.15, 0.5, 1.5, 5 and 20 bohr$^{-2}$, and three sets of $p$ Gaussians with exponents 0.3, 1 and 3 bohr$^{-2}$. This makes $2(5+3\cdot3)=28$ orbitals. The two-electron Hamiltonian is diagonalized in all $28^2=784$ products, so correlation is complete within the basis. The electronic energy is $-1.836$ hartree. The values below belong to this basis and are not basis-set limits.

The total $L_z$ acting on the ground state gives a vector of norm $3\times10^{-15}$, which is rounding error. A single $l_{1z}$ gives a vector of norm 0.0674. The basis contains only $m=0$ and $m=\pm1$, so the square of this norm is the probability of finding electron 1 with $|m|=1$:

$$
0.0674^2=0.0045 .
$$

Correlation puts this small weight into pairs with opposite $m$. The vector $P_N|0\rangle$, projected on the basis, has norm 0.21 atomic units. This number shows that the vector is not zero. Its size depends on the basis, because near $N$ the unprojected function grows as $r/r^3=1/r^2$ and cannot be normalized.

The expectation value in (1) is found by numerical quadrature to be 1.2049 bohr$^{-1}$. With $\alpha^2/2=26.6257$ ppm bohr,

$$
\sigma_\parallel=26.6257\times1.2049=32.08\ \text{ppm}=3.208\times10^{-5}.
$$

The explicit sum (4) over the excited states of the model gives zero to rounding error.

### A perpendicular field

For a field and moment along $x$, the operator in (4) is $L_x$, which changes $M$ by $\pm1$. It connects the $\Sigma$ ground state with $\Pi$ states, and symmetry no longer removes the sum. The diamagnetic operator becomes $\sum_i(y_i^2+z_i^2)/r_i^3$, with mean 1.3676 bohr$^{-1}$. With the vector potential of the field centred at $N$,

$$
\sigma_\perp=26.6257\times1.3676-4.19=36.41-4.19=32.22\ \text{ppm}.
$$

With this basis and this origin the two components are close, but they are composed differently: the perpendicular one contains a paramagnetic term of $-4.19$ ppm. This term is more sensitive to the basis than the expectation values. With 98 orbitals (nine $s$, six $p$, three $d$ and one $f$ set on each centre) it becomes $-4.47$ ppm and $\sigma_\perp$ becomes 31.98 ppm, while $\sigma_\parallel$ stays at 32.08 ppm. The order of the two components is thus reversed.

### When the axis is lost

The commutator $[H_0,L_z]$ vanishes because all nuclei lie on the axis. An extra charge of 0.5 at $(1.5,0,0.8)$ bohr, attracting the electrons, breaks this condition. In the same basis the norm of $L_z|0\rangle$ rises to 0.155, and the $zz$ paramagnetic term with the origin at $N$ becomes $-0.47$ ppm. With 66 orbitals (eight $s$, five $p$ and two $d$ sets on each centre) these values become 0.199 and $-0.65$ ppm. The expectation value with that origin is then no longer the whole shielding. For the same reason, (1) applies at the linear geometry and does not cover the bent geometries reached in a bending vibration.

## From the current: the electron cloud rotates about the axis

The second derivation does not use excited states. It finds the electric current that the field produces and computes the magnetic field of this current at the nucleus.

The symbols are as before. Atomic units are used, the electron charge is $-1$, and $\mu_0/4\pi=\alpha^2$. The axis is $z$, and the shielded nucleus $N$ is at the origin. The field-free Hamiltonian $H_0$ is real and commutes with $L_z=\sum_il_{iz}$. Its nondegenerate singlet ground state $|0\rangle$ satisfies $L_z|0\rangle=0$. The first derivation gave the shielding $\sigma_\parallel=(\alpha^2/2)\langle\sum_i(x_i^2+y_i^2)/r_i^3\rangle$. The distance from the axis is written $s=\sqrt{x^2+y^2}$.

### The ground state in a parallel field

Without a nuclear moment, the vector potential is $\mathbf A=\tfrac B2(-y,x,0)$. Its square is $A^2=B^2s^2/4$, so the Hamiltonian is

$$
H(B)=H_0+\frac B2L_z+\frac{B^2}{8}\sum_is_i^2 .
\tag{6}
$$

The last term is unchanged by a rotation about the axis. Hence $H(B)$ commutes with $L_z$, and $M$ remains a good quantum number in the field. At $B=0$ the ground state has $M=0$ and is separated from the other states by a gap. For a sufficiently weak field the gap stays open, and the integer $M$ cannot change. The ground state $\Psi(B)$ therefore still has $L_z\Psi(B)=0$, and it obeys

$$
\Big(H_0+\frac{B^2}{8}\sum_is_i^2\Big)\Psi(B)=E(B)\Psi(B).
\tag{7}
$$

Two properties can be read from (7). The operator on the left is real and the state is nondegenerate, so $\Psi(B)$ can be chosen real. The field enters as $B^2$, so $\Psi(B)$ differs from $\Psi_0$ in second order. With the vector potential centred on the axis, the wavefunction has no linear response to a parallel field.

### The current

The velocity operator of an electron follows from its equation of motion:

$$
\mathbf v=i[H,\mathbf r]=\mathbf p+\mathbf A .
$$

Let $n(\mathbf r)$ be the electron density. For $K$ electrons, the particle current density is

$$
\mathbf J(\mathbf r)=K\int\mathrm{Re}\big[\Psi^*(-i\nabla_1+\mathbf A(\mathbf r_1))\Psi\big]\,d\tau',
$$

where $\mathbf r_1=\mathbf r$, and $d\tau'$ stands for the other electrons and all spins. For a real wavefunction, $\Psi(-i\nabla_1)\Psi$ is purely imaginary, so its real part is zero. What remains is $\mathbf A$ multiplied by the density:

$$
\mathbf J(\mathbf r)=n(\mathbf r)\,\mathbf A(\mathbf r)=n(\mathbf r)\,\frac B2\,\hat{\mathbf z}\times\mathbf r .
\tag{8}
$$

A rigid body turning about $z$ with angular velocity $\omega$ has the velocity field $\omega\,\hat{\mathbf z}\times\mathbf r$. Equation (8) therefore describes an electron cloud that rotates about the axis with $\omega=B/2$, the Larmor frequency in these units. An axially symmetric density keeps its shape in this rotation. The current satisfies the continuity equation for the same reason: since $\nabla\cdot\mathbf A=0$,

$$
\nabla\cdot(n\mathbf A)=\mathbf A\cdot\nabla n=\frac B2\,(x\partial_y-y\partial_x)n=0 .
$$

A singlet has no spin density, so no spin current has to be added.

### The field at the nucleus

The charge current is $-\mathbf J$, because the electron is negative. It is divided into thin rings about the axis. The ring at radius $s$ and height $z$, with cross section $ds\,dz$, carries the current

$$
dI=-n(s,z)\,\frac{Bs}{2}\,ds\,dz .
$$

A point of the ring is at distance $r=\sqrt{s^2+z^2}$ from the nucleus. By the Biot–Savart law, each length element $d\ell$ produces a field $\alpha^2\,dI\,d\ell/r^2$ at the nucleus. By symmetry the components perpendicular to the axis cancel around the ring. The axial component carries the geometric factor $s/r$, and the total length is $2\pi s$. The ring gives

$$
dB_{\rm ind}=\alpha^2\,dI\,\frac{2\pi s}{r^2}\,\frac sr=2\pi\alpha^2\,\frac{s^2}{r^3}\,dI .
$$

Inserting $dI$ and summing over rings yields

$$
B_{\rm ind}=-\frac{\alpha^2B}{2}\int\!\!\int n\,\frac{s^2}{r^3}\,2\pi s\,ds\,dz
=-\frac{\alpha^2B}{2}\int n(\mathbf r)\,\frac{s^2}{r^3}\,d^3r ,
$$

since $2\pi s\,ds\,dz$ is the volume of the ring. The total field at the nucleus is $B+B_{\rm ind}=(1-\sigma_\parallel)B$. Hence

$$
\sigma_\parallel=-\frac{B_{\rm ind}}B=\frac{\alpha^2}{2}\int n(\mathbf r)\,\frac{x^2+y^2}{r^3}\,d^3r .
\tag{9}
$$

In the limit $B\to0$ the density is that of $|0\rangle$, and (9) is the expectation value (1). The sign has a direct meaning. Negative charge turning in the positive sense is a current in the negative sense, and its field at $N$ opposes the applied one. Every part of the cloud off the axis shields.

### Two limits

If the density is spherical about $N$, the average of $x^2+y^2$ over directions is $2r^2/3$. Equation (9) becomes

$$
\sigma=\frac{\alpha^2}{2}\cdot\frac23\Big\langle\sum_i\frac1{r_i}\Big\rangle
=\frac{\alpha^2}{3}\Big\langle\sum_i\frac1{r_i}\Big\rangle ,
$$

the shielding of a closed-shell atom.

Now consider a part of the density that sits on the axis at a distance $R$ from $N$, much larger than its own extent. There $r\approx R$, and its contribution is

$$
\Delta\sigma_\parallel\approx\frac{\alpha^2}{2R^3}\int_{\rm part}n\,s^2\,d^3r .
$$

The effect of a remote group falls off as $R^{-3}$, the distance law of a magnetic dipole. The rotating group is a small magnet seen from a point on its axis.

### The origin of the vector potential

Both derivations centred the vector potential of the field on the molecular axis. Moving its origin along the axis changes nothing, since $\hat{\mathbf z}\times\mathbf r$ does not contain $z$. Moving it sideways to $x=a$ replaces $x$ by $x-a$ in the field part:

$$
L_z\;\longrightarrow\;\sum_i\big[(x_i-a)p_{iy}-y_ip_{ix}\big]=L_z-aP_y,\qquad P_y=\sum_ip_{iy}.
$$

This operator does not annihilate $|0\rangle$. The paramagnetic term (4) is nevertheless zero. The total momentum component $P_y$ changes $M$ by $\pm1$, whereas $P_N=\sum_il_{iz}/r_i^3$ conserves $M$. No excited state can be reached from $|0\rangle$ by both. The diamagnetic term changes by

$$
-\frac{\alpha^2a}{2}\Big\langle\sum_i\frac{x_i}{r_i^3}\Big\rangle=0 ,
$$

because the density is the same at $x$ and $-x$ after a half turn about the axis. In the two-electron model, an origin at $(0.7,0,0.3)$ bohr gives a shifted operator whose action on $|0\rangle$, projected on the basis, has norm 0.66. The paramagnetic term stays zero to rounding error, and the diamagnetic term stays at 32.08 ppm.

In the language of currents, the shifted potential is $\mathbf A'=\mathbf A+\nabla\chi$ with $\chi=-\tfrac{Ba}{2}y$. The wavefunction acquires the phase factor $\exp(-i\sum_i\chi_i)$ and is no longer real. The momentum operator acting on this factor gives $-\nabla\chi$, which cancels the added potential:

$$
(\mathbf p+\mathbf A+\nabla\chi)\,e^{-i\chi}\Psi=e^{-i\chi}(\mathbf p+\mathbf A)\Psi .
$$

For the exact wavefunction the current is again (8). A finite basis generally cannot represent the phase factor exactly, and the current then changes somewhat with a sideways shift of the origin. An origin on the axis is the choice for which the wavefunction itself stays real.

For a perpendicular field the division does depend on the origin. With the field along $x$ and the origin moved to $z=c$, the diamagnetic term changes by $-(\alpha^2c/2)\langle\sum_iz_i/r_i^3\rangle$. The operator $z_i/r_i^3$ is odd under inversion through $N$, so symmetry makes this mean zero only when $N$ is a centre of inversion of the molecule. This is not the case for either nucleus of a diatomic molecule, even when the two nuclei are alike. The value of $-4.19$ ppm found for the perpendicular paramagnetic term thus belongs to an origin at $N$. In a complete basis the sum of the two terms does not depend on the origin. In a finite basis it generally does, so the perpendicular total of 32.22 ppm also belongs to an origin at $N$. With the origin at the other nucleus it is 31.44 ppm in the 28-orbital basis, while with 98 orbitals the same move changes the total by only 0.03 ppm.

### The current in the model

The second derivation can be followed numerically without assuming that the wavefunction is real. The model is the one used before: nuclei of charges 1.2 and 0.8 at 1.6 bohr, two electrons and 28 Gaussian orbitals. The Hamiltonian with $\tfrac12(\mathbf p+\mathbf A)^2$ is diagonalized at $B=10^{-3}$ atomic units, with the field integrals found by quadrature. The field of the resulting current at $N$ is then divided by $-B$.

For the parallel field this gives 32.08 ppm, the value of the expectation formula. For the perpendicular field it gives 32.22 ppm, the sum of the diamagnetic and paramagnetic terms.

With the origin of the vector potential at $N$, the change of the state also differs between the two directions. The norm of the part of $\Psi(B)$ orthogonal to $\Psi_0$, divided by $B$, is 0.31 for the perpendicular field and $4.1\times10^{-4}$ for the parallel one. By (7) the parallel change is of order $B^2$, so its ratio to $B^2$ is the appropriate measure:

$$
\frac{4.1\times10^{-4}}{10^{-3}}=0.41\ \text{atomic units}.
$$

This coefficient is of ordinary size. It depends on the basis: with 98 orbitals it is 0.67, and the perpendicular ratio is 0.36. The parallel change is small because it carries an additional factor of $B$.

### What each derivation assumes

Both derivations need fixed nuclei on one line, a spin-free real Hamiltonian, a nondegenerate singlet ground state and a uniform field along the axis. They use these assumptions differently.

The energy derivation assumes that, for the Hamiltonian kept linear in $\mu$, the energy can be expanded in $B$ and $\mu$ about zero, and that the eigenstates of $H_0$ form a complete set. From the symmetry it takes a single fact, $L_z|0\rangle=0$. It gives one number, the shielding at $N$, and shows which term of the general theory disappears.

The current derivation assumes the Biot–Savart law for the mean quantum current. It needs a real wavefunction in the presence of the field, which follows from $M=0$ and from the reality of the operator in (7). It uses no sum over states and no expansion in $\mu$. It gives the current at every point in space. As long as the ground state in the field remains the singlet with $M=0$, (9) also holds at finite $B$ with the density $n$ taken in that field. A triplet with $M=0$ and a nonzero spin projection along the field would add a spin current, which (9) does not contain.

The two definitions of shielding agree for the following reason. By the Hellmann–Feynman theorem for the Hamiltonian kept linear in $\mu$, the derivative of the energy with respect to $\mu$ at $\mu=0$ is the mean of $\partial H/\partial\mu$. This operator couples the nuclear vector potential to the velocity, so

$$
\frac{\partial E}{\partial\mu}\bigg|_{\mu=0}=\alpha^2\int\mathbf J\cdot\frac{\hat{\mathbf z}\times\mathbf r}{r^3}\,d^3r=-B_{\rm ind}.
$$

The last equality is the Biot–Savart law for the charge current $-\mathbf J$. Differentiating with respect to $B$ turns the definition by energy into the definition by induced field.

With the origin of the vector potential on the axis, both arguments survive in a finite basis that is closed under rotations about the axis, as when $p_x$ and $p_y$ functions occur in pairs with equal exponents. The parallel shielding is then the expectation value for the ground state in that basis, and its error comes from the approximate density. This assumes full diagonalization, or an approximate state that keeps the axial symmetry. A single determinant can lose it. For C$_2$ at 1.2425 Å in the cc-pVDZ basis, a closed-shell Hartree–Fock solution lies 0.030 hartree below the axially symmetric one, and $L_z$ acting on it gives a vector of norm 1.4. For such a state the argument does not apply.

Spin–orbit coupling removes an assumption common to both. It conserves $J_z=L_z+S_z$ but not $L_z$ separately. For two electrons, its part from nucleus $N$ contains terms such as $\sum_i(l_{ix}/r_i^3)s_{ix}$. With $o_i=l_{ix}/r_i^3$,

$$
o_1s_{1x}+o_2s_{2x}=\tfrac12(o_1+o_2)(s_{1x}+s_{2x})+\tfrac12(o_1-o_2)(s_{1x}-s_{2x}).
$$

The first product annihilates a singlet. The second leads to a triplet with the spatial part $(o_1-o_2)|0\rangle$. Since $l_x$ changes $m$ by $\pm1$, this part has components with $M=\pm1$, on which $L_z$ acts as $\pm1$. In the model, $(o_1-o_2)|0\rangle$ is projected on the basis, since the full function cannot be normalized. The action of $L_z$ on the projected vector changes its norm by a factor of 1.000. The ground state with such an admixture is no longer annihilated by $L_z$, and the proof that the paramagnetic term vanishes no longer applies. This is why the result is stated for the nonrelativistic molecule.
